# Effective-medium stiffness of a bond-diluted triangular lattice of central springs

## What dimensions and symmetry fix

Take point sites on a triangular lattice of spacing $a$, each with six nearest neighbours. Every nearest-neighbour bond is, independently of the others, a spring of stiffness $k$ with probability $p$, or absent with probability $1-p$. The springs are central: they resist a change of length and nothing else. They are at their rest length before loading, displacements are small, and the load is static.

In two dimensions an elastic modulus is a force per length, the same dimension as $k$. A static linear response cannot depend on the site masses, and no other stiffness is present. Every modulus is therefore $k$ times a function of $p$. The disorder keeps the sixfold symmetry on average, so a large sample is elastically isotropic and has two moduli, a bulk modulus $K$ and a shear modulus $\mu$.

Symmetry does not make $K$ and $\mu$ fall by the same factor. Effective-medium theory adds that assumption: it replaces the random network by a complete lattice of equal springs $k_m$, so that

$$k_m=k\,x(p),\qquad x(1)=1 .$$

What remains is to find $x(p)$. In this approximation it is

$$x(p)=3p-2\quad (p\ge 2/3),\qquad x(p)=0\quad (p<2/3).$$

The moduli follow from two strains. In the complete lattice each site is a centre of inversion, so the spring forces on it cancel under uniform strain and the sites move affinely. There are three bonds per site and the area per site is $\sqrt3a^2/2$.

- **Dilation.** For strain $\eta$ in both directions each bond stretches by $\eta a$. The energy per area is $\tfrac32k_m\eta^2a^2/(\sqrt3a^2/2)=\sqrt3\,k_m\eta^2$. Elasticity gives $\tfrac12K(2\eta)^2=2K\eta^2$, so $K=\tfrac{\sqrt3}{2}k_m$.
- **Shear.** For strains $\gamma$ and $-\gamma$ along $x$ and $y$, the three bonds stretch by $\gamma a$ times $1,-\tfrac12,-\tfrac12$, whose squares sum to $\tfrac32$. The energy per area is $\tfrac34k_m\gamma^2a^2/(\sqrt3a^2/2)=\tfrac{\sqrt3}{2}k_m\gamma^2$. Elasticity gives $2\mu\gamma^2$, so $\mu=\tfrac{\sqrt3}{4}k_m$.

Hence the Young modulus is $Y=4K\mu/(K+\mu)=2k_m/\sqrt3$ and the Poisson ratio is $(K-\mu)/(K+\mu)=1/3$.

## First derivation: one bond in a uniform medium

**The response of a medium bond.** Pull the two ends of one bond of the medium apart with a pair of unit forces. The bond lengthens by an amount proportional to $1/k_m$, which we write as $a^*/k_m$. The number $a^*$ depends on the lattice alone.

Let $\boldsymbol\delta$ be a bond vector and $\mathbf n=\boldsymbol\delta/a$ its direction. For a plane wave of displacements with wavevector $\mathbf q$, the stiffness matrix is

$$D(\mathbf q)=k_m\sum_{\text{3 directions}}2(1-\cos\mathbf q\cdot\boldsymbol\delta)\,\mathbf n\mathbf n^{T}.$$

The factor 2 counts the neighbours at $+\boldsymbol\delta$ and $-\boldsymbol\delta$. The force pair has Fourier amplitude $\mathbf n(e^{-i\mathbf q\cdot\boldsymbol\delta}-1)/\sqrt N$ for $N$ sites, apart from a phase, and $|e^{-i\mathbf q\cdot\boldsymbol\delta}-1|^2=2(1-\cos\mathbf q\cdot\boldsymbol\delta)$. The extension per unit force is then

$$\frac{a^*}{k_m}=\frac1N\sum_{\mathbf q\neq0}2(1-\cos\mathbf q\cdot\boldsymbol\delta)\;\mathbf n^{T}D^{-1}(\mathbf q)\,\mathbf n .$$

Multiply by $k_m$ and add the three bond directions. Since $\mathbf n^TD^{-1}\mathbf n=\mathrm{Tr}(D^{-1}\mathbf n\mathbf n^T)$, the sum rebuilds $D$ inside the trace:

$$3a^*=\frac1N\sum_{\mathbf q\neq0}\mathrm{Tr}\,(D^{-1}D)=\frac{2(N-1)}{N}.$$

The three directions are equivalent by symmetry, which justifies the $3a^*$ on the left. The term $\mathbf q=0$ is a uniform translation, which stretches no bond. For a large lattice $a^*=2/3$; for 100 sites it is $0.66$.

**A wrong spring in the medium.** Strain the medium so that a given bond has extension $e_m$, then change that bond's stiffness from $k_m$ to $k'$. At its new extension $e$ it pulls its ends together with an additional force $(k'-k_m)e$. The medium answers this force pair with a contraction, so

$$e=e_m-(k'-k_m)\,e\,\frac{a^*}{k_m}
\quad\Longrightarrow\quad
e=\frac{e_m}{1+(k'/k_m-1)a^*}.$$

With $a^*=2/3$ and $k'=0$, the gap opens to $3e_m$. With $k'=k$ the denominator is $1+\tfrac23(1/x-1)=(x+2)/(3x)$, so an intact bond has $e=3x\,e_m/(x+2)$.

**Self-consistency.** Hold the shape of a periodic sample fixed. The displacements added to the affine ones are periodic, so their differences along all bonds of one direction sum to zero. The mean extension in that direction, gaps included, therefore equals the affine value $e_m$. This is geometry. The approximation is to give each bond the extension it would have alone in the medium:

$$p\,\frac{3x}{x+2}+3(1-p)=1 .$$

Move the second term to the right and multiply by $x+2$:

$$3px=(3p-2)(x+2).$$

The terms $3px$ cancel, leaving $0=-2x+2(3p-2)$, and so

$$x=3p-2 .$$

The factor $e_m$ has dropped out, so dilation and shear give the same $x$.

**Below two thirds.** The result would be negative for $p<2/3$, which a network of positive springs cannot be. To see which value replaces it, give the absent bonds a small stiffness $\varepsilon k$. Their extension is then $3x\,e_m/(x+2\varepsilon)$, and the condition becomes

$$\frac{3px}{x+2}+\frac{3(1-p)x}{x+2\varepsilon}=1 .$$

Multiplying by both denominators gives

$$3x^2+6p\varepsilon x+6(1-p)x=x^2+2(1+\varepsilon)x+4\varepsilon .$$

Collect terms and divide by 2:

$$x^2+\big[2-3p+\varepsilon(3p-1)\big]x-2\varepsilon=0 .$$

The product of the roots is $-2\varepsilon<0$, so one root is positive and the other negative. As $\varepsilon\to0$ the equation tends to $x(x+2-3p)=0$, and the positive root tends to the larger of $0$ and $3p-2$. Below threshold it vanishes as $x\simeq2\varepsilon/(2-3p)$. At $p=2/3$ the linear coefficient is just $\varepsilon$, and to leading order

$$x\simeq\sqrt{2\varepsilon}.$$

At threshold, weak forces thus count far beyond their own size. For $\varepsilon=0.02$ the quadratic gives $x=0.190$, nearly ten times $\varepsilon$.

## Second derivation: removing bonds one at a time

This route uses no medium. It starts from the complete lattice, removes randomly chosen bonds, and follows the elastic energy $E$ at fixed strain.

**Cost of one removal.** Let $\mathbf b$ be the vector that extracts the length change of bond $b$ from the list $\mathbf u$ of all $2N$ displacement components, so that the change is $\mathbf b^T\mathbf u$. The stiffness matrix of the current network is $\mathcal K=k\sum_b\mathbf b\mathbf b^T$, summed over the bonds present. Define

$$\alpha_b=k\,\mathbf b^T\mathcal K^{+}\mathbf b ,$$

where $\mathcal K^{+}$ is the inverse on the space of motions that cost energy. Thus $\alpha_b/k$ is the extension of bond $b$ per unit force pair in the actual network.

Change the stiffness of this bond from $k$ to $k+s$. The superposition argument used above gives $e(s)=e_b/(1+s\alpha_b/k)$. Because the other coordinates are at an energy minimum, their first-order changes do not alter $E$, and $dE/ds=\tfrac12e(s)^2$. Integrating from $s=0$ to $s=-k$,

$$\Delta E=\frac{e_b^2}{2}\left[\frac{s}{1+s\alpha_b/k}\right]_0^{-k}=-\frac{\tfrac12k\,e_b^2}{1-\alpha_b}.$$

The loss exceeds the energy stored in the bond, because the neighbourhood also relaxes. If $\alpha_b=1$, the rest of the network offers no resistance to stretching this bond. It then carries no tension, $e_b=0$, and its removal costs nothing.

**The mean of $\alpha_b$ is a count.** Sum over all bonds present:

$$\sum_b\alpha_b=\mathrm{Tr}\Big(\mathcal K^{+}k\sum_b\mathbf b\mathbf b^T\Big)=\mathrm{Tr}(\mathcal K^{+}\mathcal K)=2N-2-F .$$

The last trace counts the independent motions that cost energy: $2N$ displacements, less two translations, less $F$ floppy modes, which are further motions that stretch no spring. There are $3Np$ bonds. If $F$ is a negligible fraction of $N$, the mean over bonds of a large network is

$$\bar\alpha=\frac{2}{3p}.$$

**The differential equation.** A randomly chosen removal changes the energy on average by $-(3Np)^{-1}\sum_b\tfrac12ke_b^2/(1-\alpha_b)$. Now comes the approximation: replace every $\alpha_b$ by $\bar\alpha$. The remaining sum is $E$ itself. Each removal lowers $p$ by $1/(3N)$, so

$$\frac{dE}{dp}=3N\cdot\frac{1}{3Np}\cdot\frac{E}{1-2/(3p)}=\frac{3E}{3p-2}.$$

Separating variables gives $\ln E=\ln(3p-2)+\text{constant}$. At $p=1$ the logarithm is zero and $E$ is the energy of the complete lattice, hence

$$\frac{E(p)}{E(1)}=3p-2 .$$

At fixed strain the energy is proportional to the modulus, so this is the first result again. At $p=2/3$ this estimate of $\bar\alpha$ reaches 1: there are as many springs as displacements. The floppy modes left out of the count keep the true mean slightly below 1. Taking away more springs cannot raise the energy, so it stays at zero below.

## What each derivation assumes

The first derivation neglects the variety of surroundings. Each bond sees a uniform lattice, whether its real neighbours are intact or missing. The second keeps the real network and neglects two things: floppy modes in the count, and the spread of $\alpha_b$ together with its correlation with the tension. Both need bonds to be missing independently. If missing bonds cluster, neither average is justified.

The two meet in one quantity. In the first picture, an intact bond sits in parallel with the rest of the medium. Its extension per unit force is

$$\frac{a^*/k_m}{1+(k/k_m-1)a^*}=\frac{1}{k+k_m(1-a^*)/a^*}=\frac{1}{k+k_m/2}.$$

Multiplying by $k$ gives $\alpha=2/(2+x)$, and with $x=3p-2$ this is $2/(3p)$. The self-consistent medium was given only the count for the complete lattice, through $a^*=2/3$, and it reproduces the count for the diluted one.

At $p=1$ all bonds are equivalent, every $\alpha_b$ equals $2/3$, and nothing has been neglected. The initial slope, $dx/dp=1/(1-2/3)=3$, is therefore exact for the random network in the limit of large size. The continuation of that slope as a straight line to $2/3$ is a result of the approximations.

Simulation shows how good the line is. Periodic lattices of $36\times36$ sites had the stated fraction of bonds kept at random; the cell was strained and the energy minimised by solving the sparse linear equations. The table gives each modulus divided by its intact value, averaged over six samples. The standard errors are at most 0.009.

| $p$ | theory | bulk | shear |
|---|---|---|---|
| 0.95 | 0.850 | 0.851 | 0.848 |
| 0.90 | 0.700 | 0.706 | 0.698 |
| 0.80 | 0.400 | 0.412 | 0.397 |
| 0.70 | 0.100 | 0.107 | 0.097 |
| 0.667 | 0 | 0.036 | 0.028 |
| 0.60 | 0 | 0.000 | 0.000 |

Down to $p=0.70$ the theoretical and simulated values in the table differ by at most 0.012, in units of the intact modulus. At two thirds these samples are still slightly stiff. That remainder depends on cell size: the bulk value is about 0.04 for $18\times18$ cells and about 0.02 for $72\times72$ cells, so the table does not locate the true threshold. With springs of $0.02k$ in the gaps at $p=2/3$, the same method gives 0.205 for bulk and 0.194 for shear, against the predicted 0.190.

## A stiffness estimate for an interlayer dielectric

In an organosilicate low-permittivity film, terminal groups such as methyl take the place of bridges between silicon atoms. They help to lower the permittivity, and they interrupt the network that carries load. A stack of model sheets shows the mechanical price.

The inputs are round and rough: an intact Young modulus of 70 GPa, near that of dense silica; spacing and layer thickness of 0.37 nm; a mass of 60 atomic mass units per site; and $p=0.80$. The two-dimensional Young modulus of a sheet is the three-dimensional one times the layer thickness, $70\ \text{GPa}\times0.37\ \text{nm}=25.9$ N/m. From $Y=2k/\sqrt3$,

$$k=\tfrac{\sqrt3}{2}\times25.9=22.4\ \text{N/m},\qquad k_m=(3\times0.80-2)\,k=0.40\,k=8.97\ \text{N/m}.$$

The Young modulus falls to $0.40\times70=28$ GPa: removing one fifth of the bonds costs three fifths of the stiffness. The relative sensitivity is $d\ln Y/dp=3/(3p-2)=7.5$, so losing a further 0.01 in $p$ costs about 7.5% of the remaining modulus.

Long sound waves follow the static moduli. With mass per area $\rho=m/(\sqrt3a^2/2)$, the longitudinal and transverse speeds obey $c_L^2=(K+\mu)/\rho=\tfrac98k_ma^2/m$ and $c_T^2=\mu/\rho=\tfrac38k_ma^2/m$. At fixed mass both scale as $\sqrt{3p-2}=0.632$. The longitudinal speed drops from 5.89 to 3.72 km/s and the transverse speed from 3.40 to 2.15 km/s.

To keep 10 GPa, the theory requires $p=(2+10/70)/3=0.714$. Six simulated $36\times36$ lattices at that bond fraction average 9.3 GPa, with a standard error of roughly 0.5 GPa; at $p=0.80$ they give 28.1 GPa. This close to threshold the result depends on cell size: about 11 GPa for $18\times18$ cells and $9.3\pm0.2$ GPa for $72\times72$ cells, some 7% below theory. At $p=0.80$, cells of $36\times36$ and $72\times72$ sites stay within about 0.4 GPa of 28. The variety of surroundings, which the theory neglects, is thus a correction of about a percent at $p=0.80$ and of several percent at $p=0.714$.

**Angular forces are a large one.** Let every pair of intact bonds meeting at a site resist a change of angle $\delta\theta$ with energy $\tfrac12\kappa\,\delta\theta^2$, where $\kappa=0.02ka^2$ is a rough choice. With all 15 pairs at a full site counted, this leaves the intact bulk modulus unchanged but raises the intact shear modulus by 24% and the intact Young modulus by 15%. With $k$ held fixed, three simulated samples give these bulk moduli relative to the intact lattice:

- at $p=0.80$, 0.403 without angular forces and 0.560 with them;
- at $p=2/3$, 0.036 without and 0.290 with.

At $p=2/3$, where the central-force theory gives zero, the network is now soft but load-bearing, as the weak-spring calculation suggests.

**Thermal motion** can be sized from the bond response. By equipartition the variance of an intact bond's length is $k_BT/(k+k_m/2)=k_BT/(1.2k)$. At 300 K the root-mean-square extension is 0.0124 nm, or 3.4% of the spacing; at a cure temperature of 673 K it is 0.0186 nm, or 5.0%. These strains are small. The estimate is harmonic and covers only motion along the bond, not the sideways motion of its ends.

Quantum mechanics multiplies each mode's classical variance by $y\coth y$, with $y=\hbar\omega/2k_BT$, which grows with frequency. Removing springs cannot raise the highest frequency. For the intact lattice, a $24\times24$ grid of wavevectors puts it at 195 cm$^{-1}$. In this model the quantum increase in the variance is then at most about 7% at 300 K and 1.4% at 673 K. The lumped masses leave out the silicon–oxygen stretches of a real film, near 1050 cm$^{-1}$; for a mode at that frequency the quantum variance at 300 K is about 2.55 times the classical one.

**Set beside a real film**, the model is too stiff and too dense. Organosilicate films in use have Young moduli of very roughly 5 to 20 GPa, against 28 GPa here, and the model's density of 2.27 g/cm$^3$ is that of dense silica rather than of a lighter, often porous film. Real networks are three-dimensional and have directional bonds. The second feature breaks the central-force assumption. In the model it raises the bulk modulus at $p=0.80$ by about 40% when every pair of bonds is counted, and by about 17% when only adjacent bonds are. In silica it is essential: with 4 bonds for the 9 degrees of freedom of each SiO$_2$ unit, central forces alone would leave even the intact network floppy, so the threshold $2/3$ and the slope 3 do not carry over. Pores act the other way and are not included. The value $p=0.714$ is therefore a design figure for independently diluted central-force sheets. For a real film, the transferable point is the mechanism: relaxation around each missing link makes stiffness fall faster than the number of links.
